# Quarter-Wave Plasma Frequency of a 100 nm Gated Silicon Channel: a numerical check

```python
"""Quarter-wave plasma mode of a gated transistor channel.

Result under test: f0 = s/(4 L), s = sqrt(e U0/m), for a channel whose source
is ac-shorted to the gate and whose drain is ac-open, without scattering.
L: channel length, U0: gate overdrive, m: effective mass, tau: scattering time,
n0 = C U0/e: sheet density, C: gate capacitance per area.
Also tested: damping, silicon-body field, electron pressure and steady drift.
All quantities are in SI units unless a name or a label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigvalsh_tridiagonal, expm, solve_banded
from scipy.optimize import newton

e, hbar, h = const.e, const.hbar, const.h
length, overdrive, mass_ratio = 100e-9, 0.5, 0.19
mass = mass_ratio * const.m_e
temperature = 300.0
kT = const.k * temperature
oxide = 2e-9
eps_ox, eps_si = 3.9 * const.epsilon_0, 11.7 * const.epsilon_0
mobility_warm, mobility_cold = 300e-4, 2000e-4   # rough typical values
drift = 1e5                                      # rough saturation velocity

# Derived formulas
speed = np.sqrt(e * overdrive / mass)
f0 = speed / (4 * length)
omega0 = 2 * np.pi * f0
wavenumber = np.pi / (2 * length)
capacitance = eps_ox / oxide
density = capacitance * overdrive / e
tau_warm, tau_cold = mobility_warm * mass / e, mobility_cold * mass / e
critical_mobility = e / (2 * mass * omega0)
slow_rate = 1 / (2 * tau_warm) - np.sqrt(1 / (4 * tau_warm**2) - omega0**2)
f_cold = np.sqrt(omega0**2 - 1 / (4 * tau_cold**2)) / (2 * np.pi)

# One subband, two valleys, two spins: density of states per area and energy
dos = 2 * mass / (np.pi * hbar**2)


def chemical_potential(n):
    return kT * np.log(np.expm1(n / (dos * kT)))


stiffness = (density / dos) / (1 - np.exp(-density / (dos * kT)))
f_pressure = f0 * np.sqrt(1 + stiffness / (e * overdrive))


def ring_down(scattering_rate, with_pressure=False, nodes=100):
    """Integrate the nonlinear channel equations; return times, drain signal.

    Voltages sit on nodes and velocities midway between them. The voltage is
    fixed at the source and the velocity vanishes at the drain.
    """
    dx = length / (nodes - 0.5)
    x = dx * np.arange(nodes)
    amplitude = 1e-4 * overdrive

    def rates(t, y):
        u = np.concatenate(([0.0], y[:nodes - 1]))
        v = np.append(y[nodes - 1:], 0.0)
        total = overdrive + u
        flux = np.append(0.5 * (total[1:] + total[:-1]) * v[:-1], 0.0)
        potential = u.copy()
        if with_pressure:
            potential += chemical_potential(capacitance * total / e) / e
        dv = (-(e / mass) * np.diff(potential) / dx
              - (v * np.gradient(v, dx))[:-1] - scattering_rate * v[:-1])
        return np.concatenate((-np.diff(flux) / dx, dv))

    start = np.concatenate((amplitude * np.sin(np.pi * x[1:] / (2 * length)),
                            np.zeros(nodes - 1)))
    atol = np.concatenate((np.full(nodes - 1, 1e-11),
                           np.full(nodes - 1, 1e-4)))
    times = np.linspace(0, 0.72e-12, 2401)
    run = solve_ivp(rates, (0, times[-1]), start, method="DOP853",
                    t_eval=times, rtol=1e-8, atol=atol)
    assert run.success
    return times, run.y[nodes - 2]


def zero_times(t, signal):
    i = np.where(signal[:-1] * signal[1:] < 0)[0]
    return t[i] - signal[i] * (t[i + 1] - t[i]) / (signal[i + 1] - signal[i])


def measured_frequency(scattering_rate, with_pressure=False):
    crossings = zero_times(*ring_down(scattering_rate, with_pressure))
    assert len(crossings) >= 2
    return 1 / (2 * (crossings[1] - crossings[0]))


# Time-domain tests: no scattering, ringing, pressure, overdamped
f_simulated = measured_frequency(0.0)
assert abs(f_simulated / f0 - 1) < 1e-3
f_cold_simulated = measured_frequency(1 / tau_cold)
assert abs(f_cold_simulated / f_cold - 1) < 1e-3
f_pressure_simulated = measured_frequency(0.0, True)
assert abs(f_pressure_simulated / f_pressure - 1) < 1e-3
t, signal = ring_down(1 / tau_warm)
assert omega0 * tau_warm < 0.5 and len(zero_times(t, signal)) == 0
late = t > 0.5e-12
slow_simulated = -np.polyfit(t[late], np.log(signal[late]), 1)[0]
assert abs(slow_simulated / slow_rate - 1) < 3e-3
# The critical mobility separates ringing from plain decay
above = ring_down(e / (mass * 1.5 * critical_mobility))
below = ring_down(e / (mass * 0.9 * critical_mobility))
assert len(zero_times(*above)) > 0 and len(zero_times(*below)) == 0


def ladder_modes(thickness, drain_open, nodes=400):
    """Three lowest frequencies of a kinetic-inductance/capacitance ladder."""
    cap = eps_ox / thickness
    kinetic_inductance = mass / (e**2 * (cap * overdrive / e))
    dx = length / (nodes + (0.5 if drain_open else 1.0))
    diagonal = np.full(nodes, 2.0)
    if drain_open:
        diagonal[-1] = 1.0
    values = eigvalsh_tridiagonal(diagonal, -np.ones(nodes - 1),
                                  select="i", select_range=(0, 2))
    return np.sqrt(values / (kinetic_inductance * cap)) / (2 * np.pi * dx)


modes = ladder_modes(oxide, True)
shorted = ladder_modes(oxide, False)
assert np.allclose(modes / f0, [1, 3, 5], rtol=1e-4)
assert np.allclose(ladder_modes(3 * oxide, True), modes, rtol=1e-8)
assert abs(shorted[0] / (2 * f0) - 1) < 1e-4

# Field in the silicon body: formula against a finite-volume Poisson solution
kd = wavenumber * oxide
f_body = np.sqrt(e**2 * density * wavenumber
                 / (mass * (eps_si + eps_ox / np.tanh(kd)))) / (2 * np.pi)
z = np.concatenate((np.linspace(0, oxide, 41),
                    oxide + np.linspace(0, 800e-9, 4001)[1:]))
step = np.diff(z)
eps = np.where(np.arange(len(step)) < 40, eps_ox, eps_si)
link, bulk = eps / step, wavenumber**2 * eps * step / 2
bands = np.zeros((3, len(z) - 2))
bands[1] = link[:-1] + link[1:] + bulk[:-1] + bulk[1:]
bands[0, 1:] = -link[1:-1]
bands[2, :-1] = -link[1:-1]
sheet = np.zeros(len(z) - 2)
sheet[39] = 1.0
response = solve_banded((1, 1), bands, sheet)[39]
f_poisson = wavenumber * np.sqrt(e**2 * density * response / mass) / (2 * np.pi)
assert abs(f_poisson / f_body - 1) < 1e-5

# Density at the derived chemical potential, by quadrature (energy in kT)
mu = chemical_potential(density) / kT
filled = quad(lambda y: 1 / (1 + np.exp(y - mu)), 0, 60)[0] * dos * kT
assert abs(filled / density - 1) < 1e-7

# Drift without scattering: formula against a boundary-value search
scale = (speed**2 - drift**2) / (2 * length * speed)
f_drift = scale / 2
growth = scale * np.log((speed + drift) / (speed - drift))
ratio = drift / speed
inverse_flow = np.linalg.inv(np.array([[ratio, 1.0], [1.0, ratio]]))


def drain_current(w):
    u, v = expm(1j * w * inverse_flow) @ np.array([0.0, 1.0])
    return v + ratio * u


root = newton(drain_current, np.pi / 2 + 0j, tol=1e-11) * speed / length
assert abs(root.real / (2 * np.pi * f_drift) - 1) < 1e-6
assert abs(root.imag / growth - 1) < 1e-6

# Equal filling of six valleys: mean inverse mass along the channel
heavy_ratio = 0.916
six_valley_mass = 1 / ((4 / mass_ratio + 2 / heavy_ratio) / 6)
f_six = f0 * np.sqrt(mass_ratio / six_valley_mass)

# Rough tunnelling escape through the tilted oxide barrier
barrier_eV, oxide_mass_ratio, attempt_eV = 3.1, 0.4, 0.1
oxide_field = e * density / eps_ox
action = quad(lambda y: np.sqrt(2 * oxide_mass_ratio * const.m_e * e
                                * (barrier_eV - overdrive * y)) / hbar,
              0, 1)[0] * oxide
escape = attempt_eV * e / h * np.exp(-2 * action)
assert escape < 1e-4 * omega0


def percent(f):
    return 100 * (f / f0 - 1)


print(f"channel length = {length*1e9:.0f} nm")
print(f"gate overdrive = {overdrive:.2f} V")
print(f"effective mass = {mass_ratio:.2f} m_e")
print(f"plasma wave speed s = {speed:.4e} m/s")
print(f"quarter-wave frequency f0 = {f0/1e12:.4f} THz")
print(f"angular frequency omega0 = {omega0:.4e} rad/s")
print(f"quantum energy h f0 = {h*f0/e*1e3:.3f} meV")
print(f"f0 from time-domain simulation = {f_simulated/1e12:.4f} THz")
print("ladder modes, drain open =",
      ", ".join(f"{f/1e12:.3f}" for f in modes), "THz")
print(f"lowest ladder mode, both ends shorted = {shorted[0]/1e12:.4f} THz")
print(f"oxide thickness = {oxide*1e9:.1f} nm")
print(f"relative permittivity, oxide = {eps_ox/const.epsilon_0:.1f}")
print(f"relative permittivity, silicon = {eps_si/const.epsilon_0:.1f}")
print(f"gate capacitance = {capacitance*100:.4f} uF/cm2")
print(f"sheet density = {density/1e4:.3e} cm^-2")
print(f"temperature = {temperature:.0f} K")
print(f"mobility, 300 K (rough input) = {mobility_warm*1e4:.0f} cm2/Vs")
print(f"scattering time, 300 K = {tau_warm*1e15:.2f} fs")
print(f"omega0 tau, 300 K = {omega0*tau_warm:.4f}")
print(f"slow decay rate, 300 K, formula = {slow_rate:.4e} 1/s")
print(f"slow decay rate, 300 K, simulation = {slow_simulated:.4e} 1/s")
print(f"critical mobility for ringing = {critical_mobility*1e4:.1f} cm2/Vs")
print(f"mobility, cold (rough input) = {mobility_cold*1e4:.0f} cm2/Vs")
print(f"scattering time, cold = {tau_cold*1e15:.1f} fs")
print(f"omega0 tau, cold = {omega0*tau_cold:.3f}")
print(f"ringing frequency, cold, formula = {f_cold/1e12:.4f} THz")
print(f"ringing frequency, cold, simulation = {f_cold_simulated/1e12:.4f} THz")
print(f"wavenumber times oxide thickness = {kd:.5f}")
print(f"frequency with silicon-body field = {f_body/1e12:.4f} THz")
print(f"shift from silicon-body field = {percent(f_body):.2f} %")
print(f"n dmu/dn at 300 K = {stiffness/e*1e3:.2f} meV")
print(f"frequency with electron pressure = {f_pressure/1e12:.4f} THz")
print(f"shift from electron pressure = {percent(f_pressure):.2f} %")
print(f"drift velocity (rough input) = {drift*100:.1e} cm/s")
print(f"shift from drift = {percent(f_drift):.2f} %")
print(f"growth rate from drift, no scattering = {growth:.3e} 1/s")
print(f"amplitude damping 1/(2 tau), cold = {1/(2*tau_cold):.3e} 1/s")
print(f"heavy silicon mass (input) = {heavy_ratio:.3f} m_e")
print(f"six-valley conductivity mass = {six_valley_mass:.4f} m_e")
print(f"shift for equal six-valley filling = {percent(f_six):.2f} %")
print(f"oxide field from channel charge = {oxide_field/1e8:.2f} MV/cm")
print(f"oxide barrier (rough input) = {barrier_eV:.1f} eV")
print(f"oxide tunnelling mass (rough input) = {oxide_mass_ratio:.1f} m_e")
print(f"attempt energy (rough input) = {attempt_eV:.1f} eV")
print(f"tunnelling escape rate (rough) = {escape:.1e} 1/s")
print("all tests passed")
```

It prints:

```
channel length = 100 nm
gate overdrive = 0.50 V
effective mass = 0.19 m_e
plasma wave speed s = 6.8033e+05 m/s
quarter-wave frequency f0 = 1.7008 THz
angular frequency omega0 = 1.0687e+13 rad/s
quantum energy h f0 = 7.034 meV
f0 from time-domain simulation = 1.7008 THz
ladder modes, drain open = 1.701, 5.102, 8.504 THz
lowest ladder mode, both ends shorted = 3.4016 THz
oxide thickness = 2.0 nm
relative permittivity, oxide = 3.9
relative permittivity, silicon = 11.7
gate capacitance = 1.7266 uF/cm2
sheet density = 5.388e+12 cm^-2
temperature = 300 K
mobility, 300 K (rough input) = 300 cm2/Vs
scattering time, 300 K = 32.41 fs
omega0 tau, 300 K = 0.3463
slow decay rate, 300 K, formula = 4.3005e+12 1/s
slow decay rate, 300 K, simulation = 4.3004e+12 1/s
critical mobility for ringing = 433.1 cm2/Vs
mobility, cold (rough input) = 2000 cm2/Vs
scattering time, cold = 216.1 fs
omega0 tau, cold = 2.309
ringing frequency, cold, formula = 1.6605 THz
ringing frequency, cold, simulation = 1.6605 THz
wavenumber times oxide thickness = 0.03142
frequency with silicon-body field = 1.6257 THz
shift from silicon-body field = -4.42 %
n dmu/dn at 300 K = 46.44 meV
frequency with electron pressure = 1.7780 THz
shift from electron pressure = 4.54 %
drift velocity (rough input) = 1.0e+07 cm/s
shift from drift = -2.16 %
growth rate from drift, no scattering = 9.855e+11 1/s
amplitude damping 1/(2 tau), cold = 2.314e+12 1/s
heavy silicon mass (input) = 0.916 m_e
six-valley conductivity mass = 0.2582 m_e
shift for equal six-valley filling = -14.22 %
oxide field from channel charge = 2.50 MV/cm
oxide barrier (rough input) = 3.1 eV
oxide tunnelling mass (rough input) = 0.4 m_e
attempt energy (rough input) = 0.1 eV
tunnelling escape rate (rough) = 7.7e+03 1/s
all tests passed
```
